# How far do midgap states reach into monolayer MoS2?

## Question

A metal contact touches the edge of a monolayer MoS$_2$ channel. At an energy in the middle of the channel's band gap the metal has propagating states and the channel has none, so a wave arriving from the metal must die out in the channel. Over what distance does its amplitude fall by a factor $e$, and how does that distance depend on the gap, the band velocity, the effective mass and the energy?

## Answer

The massive Dirac model gives an amplitude decay length of twice the velocity divided by the gap, about 4 Å for MoS$_2$. The density, being the square of the amplitude, decays over half that distance.

### The model and its inputs

The algebra uses atomic units, $\hbar=m_e=1$. In numbers, the velocity appears as $\hbar v$ in eV Å.

The direct gap of monolayer MoS$_2$ lies at the corners $K$ and $K'$ of the Brillouin zone. Near one corner, for one spin, keep one conduction orbital and one valence orbital. Let $x$ point into the channel, which fills $x>0$, and let $y$ run along the contact edge. With momenta $k$ along $x$ and $q$ along $y$, both measured from the corner, the Hamiltonian is

$$H=v(k\sigma_x+q\sigma_y)+D\sigma_z=\begin{pmatrix}D & v(k-iq)\\ v(k+iq) & -D\end{pmatrix},\qquad D=\frac{G}{2}.$$

Here $G$ is the gap, and energy $E$ is measured from midgap. The edge is taken as straight and uniform, so $q$ is real and conserved.

The inputs are $G=1.7$ eV and $\hbar v=3.5$ eV Å. They are rough sizes of the kind that semilocal density-functional bands give for MoS$_2$; they are neither measured values nor computed here. The estimate deserves one figure, and further digits below serve to compare results within the model.

### From the bands to the decay constant

A nonzero spinor $\chi$ solves $H\chi=E\chi$ if and only if the determinant of $H-E$ vanishes:

$$(D-E)(-D-E)-v^2(k-iq)(k+iq)=0.$$

The first product is $E^2-D^2$ and the second is $v^2(k^2+q^2)$, so

$$E^2=D^2+v^2(k^2+q^2).$$

In the other valley the sign of $k$ in $H$ is reversed. Since $k$ enters this relation squared, the result is the same there.

For real $k$ and $q$ the relation gives two bands separated by $2D=G$. In the channel, however, $k$ need not be real. The envelope of the wave is $\chi e^{ikx+iqy}$, and a complex $k$ is acceptable if the wave stays bounded for $x>0$. Solving for $k^2$,

$$k^2=-\frac{D^2+v^2q^2-E^2}{v^2}.$$

When $E^2<D^2+v^2q^2$ the right side is negative and $k=\pm i\kappa$, with

$$\kappa=\frac{\sqrt{D^2+v^2q^2-E^2}}{v}.$$

The choice $k=+i\kappa$ gives $e^{ikx}=e^{-\kappa x}$, which decays into the channel. The other sign grows and is excluded in a long channel.

At midgap, $E=0$, and for a wave with the transverse momentum of the corner, $q=0$, this becomes $\kappa=D/v$. Because $q$ is measured from the corner, $q=0$ need not mean normal incidence from the metal. The amplitude decay length is

$$\lambda=\frac{1}{\kappa}=\frac{v}{D}=\frac{2v}{G}.$$

With the inputs,

$$\lambda=\frac{2\times3.5\ \text{eV Å}}{1.7\ \text{eV}}=4.12\ \text{Å},$$

or 7.78 bohr. The density varies as $e^{-2\kappa x}=e^{-2x/\lambda}$ and has the decay length $\lambda/2=2.06$ Å. At 10 Å from the edge, 0.78 percent of the edge density is left.

### What the decaying state is made of

The spinor shows how the two bands share the state. For $q=0$ and $k=i\kappa$, the first row of $H\chi=E\chi$ reads

$$(D-E)\chi_1+iv\kappa\chi_2=0,\qquad\text{so}\qquad \chi_2=\frac{i(D-E)}{v\kappa}\chi_1.$$

Since $v^2\kappa^2=D^2-E^2=(D-E)(D+E)$,

$$\left|\frac{\chi_2}{\chi_1}\right|^2=\frac{(D-E)^2}{(D-E)(D+E)}=\frac{D-E}{D+E}.$$

The fraction of the density in the conduction orbital is therefore

$$\frac{|\chi_1|^2}{|\chi_1|^2+|\chi_2|^2}=\frac{1}{1+(D-E)/(D+E)}=\frac{D+E}{2D}.$$

It rises from zero at the valence edge to one at the conduction edge and is one half at midgap. At $q=0$ a midgap state thus has equal weight in both orbitals, which is why an estimate from one band alone will fail below.

The ratio $\chi_2/\chi_1$ is purely imaginary. The current along $x$ is $v\chi^\dagger\sigma_x\chi=2v\,\mathrm{Re}(\chi_1^*\chi_2)$, so it vanishes. A single decaying wave stores density near the contact but carries no steady current into a long channel.

### What the contact contributes

In an infinite uniform crystal the decaying wave is not a state, because it grows without bound towards negative $x$. The contact removes this obstacle by replacing the crystal at $x<0$. A simple model metal is the same Dirac Hamiltonian with $D=0$. At $q=0$ its waves are $(1,1)^Te^{iEx/v}$, moving towards the channel, and $(1,-1)^Te^{-iEx/v}$, moving away.

The equation is of first order in $x$ with a finite jump in $D$, so both spinor components are continuous at $x=0$. Let $r$ be the reflected amplitude and $c$ the upper component in the channel, and write $s=(D-E)/(v\kappa)$, so that $\chi_2=is\chi_1$. Matching gives

$$1+r=c,\qquad 1-r=isc.$$

Adding the equations gives $c=2/(1+is)$, and then

$$r=c-1=\frac{1-is}{1+is},\qquad |r|=1.$$

The wave is totally reflected, in agreement with the zero current. The density at the edge of the channel is

$$|c|^2(1+s^2)=\frac{4}{1+s^2}(1+s^2)=4.$$

In the metal the density is $|e^{iEx/v}+re^{-iEx/v}|^2+|e^{iEx/v}-re^{-iEx/v}|^2=2(1+|r|^2)=4$, the same value at every $x$. The density is therefore flat in this metal and falls exponentially from that level in the channel. The total density in the channel is

$$\int_0^\infty 4e^{-2\kappa x}\,dx=\frac{4}{2\kappa}=4\,\frac{\lambda}{2}.$$

At midgap each such state has as much weight in the channel as in 2.06 Å of the metal. This equality belongs to the model contact. A real interface changes the amplitude at the edge, but where the channel Hamiltonian is unchanged the decay constant stays the same.

The decay was tested by diagonalizing a finite system, 200 Å of model metal joined to 80 Å of channel. The 22 states found within 0.6 eV of midgap were each fitted to an exponential in the channel. The state nearest midgap, at 0.0137 eV, has a fitted amplitude length of 4.118 Å, equal to the predicted one to the digits shown. Over all 22 states the largest error, relative to the predicted length, is $2.5\times10^{-5}$.

### How the length changes with energy

At $q=0$ the decay length at energy $E$ inside the gap is

$$\lambda(E)=\frac{v}{\sqrt{D^2-E^2}}=\frac{\lambda}{\sqrt{1-(E/D)^2}}.$$

Midgap is where the decay is fastest. For $|E|\ll D$ the length grows by the small fraction $E^2/(2D^2)$, so a modest error in the position of the Fermi level matters little. At 0.4 eV from midgap,

$$\lambda(0.4\ \text{eV})=\frac{3.5}{\sqrt{0.85^2-0.4^2}}\ \text{Å}=4.67\ \text{Å}.$$

At 0.7 eV it is 7.26 Å, and at a band edge it diverges. A contact whose Fermi level lies close to the conduction band therefore has much longer tails at that level than the midgap figure suggests.

### How it changes with transverse momentum

At fixed energy, a nonzero $q$ increases $\kappa$. At midgap,

$$\kappa(q)=\sqrt{\kappa_0^2+q^2},\qquad \kappa_0=\frac{D}{v}.$$

With $\kappa_0=0.2429$ Å$^{-1}$ and $q=0.1$ Å$^{-1}$ the length is 3.81 Å. Within the Dirac model, 4.12 Å is thus the longest midgap length.

A wide contact to a real metal can supply many values of $q$, and their densities add. The gapless model metal above cannot do this at midgap, where its only propagating waves have $q=0$. Far from the edge, $\kappa_0x\gg1$, small $q$ dominates and $\kappa(q)\approx\kappa_0+q^2/(2\kappa_0)$. If the edge density varies smoothly and is nonzero near $q=0$, the sum behaves as

$$\int dq\,e^{-2\kappa(q)x}\approx e^{-2\kappa_0x}\int_{-\infty}^{\infty}dq\,e^{-xq^2/\kappa_0}=e^{-2\kappa_0x}\sqrt{\frac{\pi\kappa_0}{x}}.$$

The exponential keeps the length $\lambda/2$, but the factor $x^{-1/2}$ makes the total density fall somewhat faster than a pure exponential. In the Dirac model, a length fitted far from the edge to a density summed over $q$ therefore comes out shorter than $\lambda/2$.

### The same result in terms of the mass

Near the bottom of the conduction band, with $q=0$ and $vk\ll D$,

$$E=\sqrt{D^2+v^2k^2}\approx D+\frac{v^2k^2}{2D}.$$

Comparison with $D+k^2/(2m)$ gives $m=D/v^2$, and the valence band has a hole mass of the same size. The inputs correspond to $m=0.529$ electron masses. Substituting $v=\sqrt{D/m}$ into $\lambda=v/D$,

$$\lambda=\frac{1}{\sqrt{mD}}=\sqrt{\frac{2}{mG}}.$$

It is instructive to compare this with a single parabolic band. Let $\varepsilon=D-E$ be the depth below the conduction edge. The two-band result is

$$\kappa^2=\frac{(D-E)(D+E)}{v^2}=\frac{\varepsilon(2D-\varepsilon)}{v^2}=2m\varepsilon\left(1-\frac{\varepsilon}{2D}\right),$$

where the last step uses $D/v^2=m$. For $\varepsilon\ll D$ this is the usual tunnelling formula $\kappa^2=2m\varepsilon$. At midgap, $\varepsilon=D$, the bracket equals one half. A parabola continued to midgap omits this factor and gives

$$\frac{1}{\sqrt{2mD}}=\frac{\lambda}{\sqrt2}=2.91\ \text{Å}.$$

The parabola makes $\kappa$ grow all the way down through the gap, whereas the valence band bends the true two-band curve over and brings $\kappa$ back to zero at the valence edge.

### How it scales with the gap

The formulas $2v/G$ and $\sqrt{2/(mG)}$ agree for one set of parameters but answer different questions when the gap changes. If the velocity is held fixed, $\lambda\propto1/G$. If the mass is held fixed, $\lambda\propto1/\sqrt G$, because the velocity must then increase as $\sqrt G$.

This matters because the relevant gap is the one between adding an electron and removing one. It is not the optical absorption energy, which is lowered by the attraction between electron and hole, and it can differ from a semilocal band gap. Take 2.5 eV as a trial value:

$$\lambda_{v}=4.12\times\frac{1.7}{2.5}\ \text{Å}=2.80\ \text{Å},\qquad
\lambda_{m}=4.12\times\sqrt{\frac{1.7}{2.5}}\ \text{Å}=3.40\ \text{Å}.$$

The second case requires $\hbar v=4.24$ eV Å. The choice of gap thus moves the estimate by more than 0.5 Å in either case, and knowing the gap alone does not settle the length: the velocity or the mass must be known for the same bands.

### Is the linear model still usable at midgap?

The Dirac Hamiltonian is an expansion about $K$, so $\kappa$ should be small on the scale of the Brillouin zone. With a rough lattice constant $a=3.2$ Å, the distance from the zone centre to $K$ is $4\pi/(3a)=1.309$ Å$^{-1}$, and $\kappa_0$ is 0.186 of it. This is small enough to make the expansion reasonable, but not negligible.

One kind of correction can be found explicitly from a honeycomb lattice with site energies $\pm D$ and nearest-neighbour hopping $t$. It is a comparison model and does not represent the orbitals of MoS$_2$. Let one neighbour lie at distance $a/\sqrt3$ along $x$ and the other two at $x=-a/(2\sqrt3)$, $y=\pm a/2$. Fix the transverse momentum at $4\pi/(3a)$, the value at $K$. The last two neighbours then contribute the factor $2\cos(2\pi/3)=-1$, and the sum of hopping phases is

$$f=e^{ika/\sqrt3}-e^{-ika/(2\sqrt3)}.$$

The opposite hopping has the sum $g$ with all phases reversed. For complex $k$ it is $g$, not the complex conjugate of $f$, that enters the determinant, so $E^2=D^2+t^2fg$. Multiplying out,

$$fg=2-2\cos\!\left(\frac{\sqrt3\,ka}{2}\right)=4\sin^2\!\left(\frac{\sqrt3\,ka}{4}\right).$$

For small $k$ this gives $t^2fg\approx(\sqrt3\,at/2)^2k^2$. The velocity is therefore $v=\sqrt3\,at/2$, and matching it to the input requires $t=1.263$ eV. Setting $k=i\kappa$ turns $\sin^2$ into $-\sinh^2$, and $E=0$ then gives

$$2t\sinh\!\left(\frac{\sqrt3\,\kappa a}{4}\right)=D,\qquad
\kappa=\frac{4}{\sqrt3\,a}\,\mathrm{arsinh}\!\left(\frac{D}{2t}\right).$$

For small $D/(2t)$ the inverse hyperbolic sine reduces to its argument and $\kappa=2D/(\sqrt3\,at)=D/v$, as it should. For larger arguments it lies below its argument, so the lattice decay is slower. The length is 4.19 Å, which is 1.8 percent above the Dirac value. In this comparison, made at fixed gap and velocity, with the channel along a bond and at the transverse momentum of $K$, the lattice correction to the Dirac bands changes the length far less than the trial change of gap did above. The lattice bands are not isotropic about $K$, so the size of the correction depends on these choices. With the channel perpendicular to a bond, or at the transverse momentum near $K$ where the decay is slowest, the correction is two to four times larger, though still smaller than the effect of the trial gap. The percentage is therefore not an error bar for MoS$_2$, whose bands also have other corrections.

### Where the estimate stops

Four omissions limit the result:

- **Spin and band asymmetry.** Spin-orbit coupling gives the two spins in a valley different gaps, and real electron and hole masses differ. The first effect alone gives each spin its own midgap and its own length, with the decay still symmetric about that midgap. The second removes this symmetry and moves the fastest decay away from midgap.
- **Other bands.** Decaying states connected to other parts of the Brillouin zone are absent. If one of them decays more slowly and couples to the metal, it sets the tail at large distance.
- **Strong bonding.** A metal that hybridizes strongly with the MoS$_2$ changes the channel Hamiltonian near the edge. The length then applies beyond the altered region, not inside it.
- **Band bending.** A potential that varies along the channel shifts the local midgap. The constant $\kappa$ used here requires that, over the decay length, this shift be small compared with the energy distance from the state to the nearer band edge. At midgap that distance is $D$; close to a band edge it is much smaller.

Nor is the length a Schottky barrier height. The decaying states can hold charge near the contact, and at midgap and $q=0$ their density decays over $\lambda/2$. The barrier also depends on how many such states there are, how they are filled, and how the resulting charge is screened. What the estimate supplies is the distance scale: in weakly coupled MoS$_2$ the midgap states of the valleys at $K$ and $K'$ carry density from the metal only a few angstrom into the channel. The values used here are collected in the numerical output.

## Values computed for the example and the checks

```
input gap: 1.7 eV
input hbar*v: 3.5 eV angstrom
half-gap: 0.85 eV
midgap decay constant: 0.2429 1/angstrom
midgap amplitude decay length: 4.12 angstrom
midgap amplitude decay length: 7.78 bohr
midgap density decay length: 2.06 angstrom
density left after 10 angstrom: 0.78 percent
conduction-orbital weight at midgap: 0.500 (no unit)
amplitude length at 0.4 eV from midgap: 4.67 angstrom
amplitude length at 0.7 eV from midgap: 7.26 angstrom
midgap amplitude length at q = 0.1 1/angstrom: 3.81 angstrom
model metal length: 200 angstrom
model channel length: 80 angstrom
grid step: 0.1 angstrom
contact states tested: 22 (count)
contact state nearest midgap, energy: 0.0137 eV
its fitted amplitude length: 4.118 angstrom
its predicted amplitude length: 4.118 angstrom
largest relative error over contact states: 2.5e-05
band-edge mass: 0.529 electron masses
single-parabola midgap length: 2.91 angstrom
trial larger gap: 2.5 eV
trial-gap length, fixed velocity: 2.80 angstrom
trial-gap length, fixed mass: 3.40 angstrom
hbar*v at trial gap, fixed mass: 4.24 eV angstrom
input lattice constant: 3.2 angstrom
honeycomb hopping: 1.263 eV
distance from zone centre to K: 1.309 1/angstrom
midgap decay constant over that distance: 0.186 (no unit)
honeycomb midgap amplitude length: 4.19 angstrom
honeycomb length relative to Dirac: +1.8 percent
```
